# Escape of a biaxial macrospin: why the saddle curvature cancels

A bit in an in-plane magnetic memory is stored in the direction of a thin magnetic ellipse: along the long axis one way for 0, the other way for 1. Thermal agitation occasionally turns the magnetization through the film plane and over the short axis, and the bit is lost. The retention time is governed by a Boltzmann factor, but its prefactor also matters. Before it flips, the magnetization precesses in its well at a few gigahertz, while at the saddle the energy surface has quite different curvatures. Which of these properties sets the prefactor?

## The model

Let the magnetization be uniform, with unit direction $\mathbf m$, saturation magnetization $M_s$ and volume $V$. Its energy is

$$E=V(-K_e m_x^2+K_h m_z^2),\qquad K_e,K_h>0 .$$

The wells lie at $\pm x$ with $E_0=-K_eV$, the saddles at $\pm y$ with $E_s=0$, and the maxima at $\pm z$ with $E_{\max}=K_hV$. The barrier is $E_b=E_s-E_0=K_eV$.

With $\gamma>0$, undamped precession obeys $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B$, where $\mathbf B=-\nabla E/(M_sV)$. Defining the angular momentum $J=M_sV/\gamma$ gives

$$\dot{\mathbf m}=\frac1J\,\mathbf m\times\nabla E. \tag{1}$$

The velocity is perpendicular to $\nabla E$, so $E$ is conserved.

The transition-state rate $k$ is the one-way equilibrium flow out of a well past one saddle, divided by the well's population. It assumes that the well is in thermal equilibrium, that spins cross by precession (1), and that a spin which has crossed does not come straight back. With $E_b\gg kT$ and $K_hV\gg kT$, the claim is

$$k=f_0\,e^{-E_b/kT},\qquad f_0=\frac{\omega_0}{2\pi}, \tag{2}$$

where $f_0$ is the cyclic resonance frequency of the well. In $kT$, $k$ is Boltzmann's constant; elsewhere it is the rate.

## First derivation: flow through a line

**The flow through a line element.** Take an element of length $dl$ on the unit sphere, with unit tangent $\mathbf t$ and unit normal $\mathbf n$, both tangent to the sphere. From (1),

$$\dot{\mathbf m}\cdot\mathbf n\,dl=\frac1J(\mathbf m\times\nabla E)\cdot\mathbf n\,dl=\frac1J\nabla E\cdot(\mathbf n\times\mathbf m)\,dl=\pm\frac{dE}{J}, \tag{3}$$

because $\mathbf n\times\mathbf m=\pm\mathbf t$ and $\nabla E\cdot\mathbf t\,dl=dE$. The area swept through the element per unit time depends on the energy difference between its ends and on nothing else.

Around a closed loop these differences add to zero. The flow therefore conserves area on the sphere, and a density that depends on $E$ alone is stationary. In equilibrium the density per solid angle is $e^{-E/kT}/Z$, with $Z=\int e^{-E/kT}d\Omega$ taken over the hemisphere $m_x>0$, so that the well's population is one.

**The outbound arc.** The dividing line between the wells is the circle $m_x=0$. There (1) gives

$$\dot m_x=\frac1J\left(m_y\frac{\partial E}{\partial m_z}-m_z\frac{\partial E}{\partial m_y}\right)=\frac{2K_hV}{J}\,m_ym_z .$$

At the $+y$ saddle, spins leave the $+x$ well where $m_z<0$ and enter it where $m_z>0$. The outbound part is thus the quarter circle from $+y$ to $-z$, along which the energy rises from $E_s$ to $E_{\max}$. Integrating (3) with the equilibrium density gives

$$k=\frac{1}{JZ}\int_{E_s}^{E_{\max}}e^{-E/kT}dE=\frac{kT}{JZ}\,e^{-E_s/kT}\left(1-e^{-K_hV/kT}\right). \tag{4}$$

**Where the curvature went.** Close to the saddle, the energy along the line is $E_s+\tfrac12cm_z^2$ with stiffness $c=2K_hV$, and the crossing speed is $c|m_z|/J$. Hence

$$\int_0^\infty\frac{c\,z}{J}\,e^{-cz^2/2kT}dz=\frac{kT}{J}.$$

A stiffer saddle offers a narrower passage, but spins cross it faster in the same proportion. The other curvature, along the escape direction, does not enter because the integral runs along the dividing line.

**The population of the well.** Near $+x$, insert $m_x^2=1-m_y^2-m_z^2$ into the energy:

$$E=E_0+\tfrac12c_1m_y^2+\tfrac12c_2m_z^2,\quad c_1=2K_eV,\quad c_2=2(K_e+K_h)V .$$

For a high barrier $m_y$ and $m_z$ are small, $d\Omega\approx dm_y\,dm_z$, and two Gaussian integrals give

$$Z\approx e^{-E_0/kT}\,\frac{2\pi kT}{\sqrt{c_1c_2}}. \tag{5}$$

**The resonance frequency.** With $m_x\approx1$, equation (1) becomes $\dot m_y=-c_2m_z/J$ and $\dot m_z=c_1m_y/J$. Differentiating the first and inserting the second gives $\ddot m_y=-(c_1c_2/J^2)m_y$, so

$$\omega_0=\frac{\sqrt{c_1c_2}}{J},\qquad f_0=\frac{\gamma}{\pi M_s}\sqrt{K_e(K_e+K_h)} .$$

Putting (5) into (4), and dropping $e^{-K_hV/kT}$, yields

$$k=\frac{kT}{J}\,\frac{\sqrt{c_1c_2}}{2\pi kT}\,e^{-(E_s-E_0)/kT}=\frac{\omega_0}{2\pi}\,e^{-E_b/kT},$$

which is (2). A well has two saddles, so its total escape rate is $2k$.

**The uniaxial limit.** The bracket in (4) shows where the result fails. At $K_hV/kT=0.5$ it equals $1-e^{-0.5}=0.393$, which direct integration of the crossing velocity reproduces. As $K_h\to0$ it vanishes: the energy then depends on $m_x$ alone, precession keeps $m_x$ fixed, and no spin crosses without damping and noise.

**Finite barriers.** The first correction comes from the area element, $d\Omega=dm_y\,dm_z/m_x\approx[1+\tfrac12(m_y^2+m_z^2)]\,dm_y\,dm_z$. Since $\langle m_y^2\rangle=kT/c_1$ and $\langle m_z^2\rangle=kT/c_2$, $Z$ grows and the rate is multiplied by

$$1-\frac{kT}{4}\left[\frac1{K_eV}+\frac1{(K_e+K_h)V}\right]. \tag{6}$$

## Second derivation: counting orbits

The same rate follows without a velocity at the saddle and without a Gaussian integral. It uses the fact that every undamped spin runs round a closed contour of constant energy, apart from the contours through the saddles.

**Area and period.** Consider the strip between the contours $E$ and $E+dE$. At each point its width is $dE/|\nabla E|$, with the gradient taken along the sphere. A spin moves along the contour at speed $|\nabla E|/J$, so it covers the length $dl$ in the time $dt=J\,dl/|\nabla E|$. The strip's area is

$$d\Omega=\oint dl\,\frac{dE}{|\nabla E|}=\frac{dE}{J}\oint dt=\frac{T(E)}{J}\,dE, \tag{7}$$

where $T(E)$ is the period of the orbit.

**Spins above the barrier.** For $E_s<E<E_{\max}$ the orbits circle the $z$ axis, one family with $m_z>0$ and one with $m_z<0$. By the sign of $\dot m_x$ found above, an orbit with $m_z<0$ leaves the $+x$ side past $+y$ once per period and returns past $-y$. The other family leaves past $-y$. The outbound flow past $+y$ is therefore the population of the strips with $m_z<0$ times one crossing per period:

$$k=\frac1Z\int_{E_s}^{E_{\max}}\frac{T(E)}{J}\,e^{-E/kT}\,\frac1{T(E)}\,dE .$$

The period cancels. Near the saddle energy orbits are slow, and how slow depends on the saddle's curvatures. But slow orbits also occupy more area, in the same proportion, so the flow per unit energy is $e^{-E/kT}/(JZ)$ whatever the curvature.

**Spins in the well.** Below the saddle energy the orbits circle the well, and (7) gives

$$Z\approx\frac1J\int_{E_0}^{E_s}T(E)\,e^{-E/kT}dE\approx\frac{T(E_0)}{J}\,kT\,e^{-E_0/kT}. \tag{8}$$

The second step uses the fact that the weight is concentrated within a few $kT$ of the bottom, where $T(E)$ is close to its small-amplitude value $T(E_0)=1/f_0$. Hemisphere points above the saddle energy are suppressed by a factor of order $e^{-E_b/kT}$ and are dropped. For $K_hV\gg kT$ the ratio is

$$k=\frac{kT\,e^{-E_s/kT}/J}{kT\,e^{-E_0/kT}/(Jf_0)}=f_0\,e^{-E_b/kT}.$$

Here the resonance frequency enters directly as an inverse period, not as a combination of curvatures. The correction (6) also gains a meaning. Expanding $T(E)$ to first order in (8) multiplies $Z$ by $1+kT\,T'(E_0)/T(E_0)$. Comparison with (6) gives $T'/T=\tfrac14[1/(K_eV)+1/((K_e+K_h)V)]$ at the bottom: precession slows as its amplitude grows, and the well holds slightly more spins than the quadratic estimate.

## What each derivation assumes

Both assume equilibrium up to and above the saddle energy, conservative crossing and no return. They differ in what they need from the motion.

The first needs only the local flow through a line. It does not require the orbits to close, and any other line from the saddle to the maximum that is crossed outward throughout gives the same flow, since (3) depends on the end energies. Its price is the quadratic form of the well, from which the frequency must be identified afterwards.

The second needs closed orbits and one outbound crossing per period, which are global properties of this energy surface. In return it holds for a well of any shape, provided the period varies little within a few $kT$ of the bottom.

The assumption of no return is the weakest point of both. The second derivation shows why: without damping, an orbit that leaves past $+y$ comes back past $-y$ half a turn later. Some damping is needed to trap the spin, although no damping constant appears in (2).

## Changing the saddle alone

In the biaxial model $K_e$ and $K_h$ fix the curvatures of both the well and the saddle, so varying them cannot isolate the saddle. Add instead

$$\Delta E=V\left(C\,m_y^2m_z^2+D\,m_x^2m_y^4\right).$$

Both terms vanish at the saddle, so the barrier is unchanged. Near the well they are of fourth order in $m_y,m_z$, so $f_0$ is unchanged. Near $+y$, however, the coefficient of $m_z^2$ becomes $K_h+C$ and that of $m_x^2$ becomes $-(K_e-D)$. The saddle frequency $\omega_s$, defined as the square root of the product of the two stiffness magnitudes divided by $J$, changes by the factor $\sqrt{(K_e-D)(K_h+C)/(K_eK_h)}$.

With $K_h=20K_e$ held fixed, $C=0.8K_h$ and $D=-K_e$ raise $\omega_s$ by a factor of 1.897. The numerically integrated rate, divided by (2), is 0.979 at a barrier of $40\,kT$ and 0.995 at $160\,kT$. With $C=-0.8K_h$ and $D=0.5K_e$, $\omega_s$ falls to 0.316 of its value, and the ratios are 0.997 and 0.9995. A sixfold span of saddle frequency thus moves the rate by about two per cent at the lower barrier, and the deviation shrinks as the barrier grows.

The remainder belongs to the well. In the stiff case the fourth-order terms change $Z$ by the relative amount $-\langle\Delta E\rangle/kT$. With $\langle m_y^2m_z^2\rangle=(kT)^2/(c_1c_2)$ and $\langle m_y^4\rangle=3(kT/c_1)^2$, this is $(-0.19+0.75)\,kT/E_b$. Adding $0.26\,kT/E_b$ from (6) gives $0.82\,kT/E_b$, or 2.1 per cent at $40\,kT$, as found.

## A memory element

Take an elliptical film of $80\times40\times3$ nm with $M_s=1000$ kA/m, $K_e=25$ kJ/m³ and $K_h=500$ kJ/m³ at 300 K. Its volume is $\tfrac{\pi}{4}\cdot80\cdot40\cdot3=7540$ nm³, so $K_eV=1.18$ eV. With $kT=25.85$ meV the barrier is $45.5\,kT$, and $K_hV=910\,kT$, so the bracket in (4) is one for practical purposes.

Since $\sqrt{25\cdot525}=114.6$, the resonance frequency is $f_0=\gamma\,(1.146\times10^5\ \text{J/m}^3)/(\pi M_s)=6.42$ GHz, in agreement with integrated precession. Then

$$k=6.42\times10^9\ \text{s}^{-1}\times1.72\times10^{-20}=1.1\times10^{-10}\ \text{s}^{-1}.$$

Two saddles give $2.2\times10^{-10}$ s⁻¹, a mean retention time of $4.5\times10^9$ s or about 143 years. The chance of a flip within ten years is $1-e^{-10/143}$, or about 7 per cent. The finite-barrier correction lowers the rate by 0.6 per cent.

## How damping brings the saddle back

For small damping $\alpha$, equation (1) gains the term $-(\alpha/J)\nabla E$, with the gradient along the sphere. This has two effects.

**Energy loss between saddles.** The loss rate is $\alpha|\nabla E|^2/J$ and the speed is $|\nabla E|/J$, so the loss per unit length is $\alpha|\nabla E|$. The contour $E=0$ satisfies $K_em_x^2=K_hm_z^2$; it consists of great circles through $\pm y$. At angle $\psi$ from $+y$, $m_x^2=\sin^2\psi\,K_h/(K_e+K_h)$ and $m_z^2=\sin^2\psi\,K_e/(K_e+K_h)$, so $|\nabla E|=2V\sqrt{K_e^2m_x^2+K_h^2m_z^2}=2V\sqrt{K_eK_h}\sin\psi$. Integrating from 0 to $\pi$, the loss in units of $kT$ is

$$\delta=\frac{4\alpha V\sqrt{K_eK_h}}{kT}.$$

For $\alpha=0.01$ this is $0.04\sqrt{45.5\cdot910}=8.1$. Thermal noise spreads the loss. With energies in units of $kT$, a Gaussian energy change of mean $-\delta$ and variance $\sigma^2$ multiplies an equilibrium distribution $e^{-w}$ by $e^{-\delta+\sigma^2/2}$. Equilibrium must be left unchanged, so $\sigma^2=2\delta$. By (4) the initial excess $w$, in $kT$, has the distribution $e^{-w}$. The chance of still being above the next saddle is

$$\int_0^\infty e^{-w}\,\tfrac12\operatorname{erfc}\frac{\delta-w}{2\sqrt\delta}\,dw=\operatorname{erfc}\frac{\sqrt\delta}{2},$$

where integration by parts and $w+(w-\delta)^2/4\delta=(w+\delta)^2/4\delta$ produce two equal halves. Here it is 0.044.

**Slower departure.** Near the saddle, with $a=2K_eV$ and $b=2K_hV$, the motion is $J\dot m_x=bm_z+\alpha am_x$ and $J\dot m_z=am_x-\alpha bm_z$. To first order in $\alpha$ the growth rate is $\omega_s[1-\alpha(b-a)/(2\sqrt{ab})]$, which is $0.979\,\omega_s$ here. The saddle curvatures have returned. As a rough estimate, the rate is taken to fall in proportion to the growth rate. A return share $P$ lowers the net rate by $2P$, as explained below, so half of this reduction is counted as additional returns, which brings the return share to 0.054.

A stochastic simulation of 20,000 spins started with the outbound flux distribution gives a return share $P=0.052$, with a sampling error of about 0.002. By symmetry, an equal share of the inbound spins ends up outside, so the net rate is about $1-2P=0.90$ of (2), and retention rises to about 160 years. This factor is approximate, since noise also carries some spins directly through the line. Result (2) needs $\delta$ well above one. At $\alpha=0.003$, where $\delta=2.4$, the chance of staying above the next saddle is already 0.27 and the rate is roughly half of (2). For $\delta\lesssim1$, roughly $\alpha=0.001$ here, frequent returns pull it lower still.

## Beside a real device

The parameters are illustrative values for an in-plane free layer of the cobalt-iron-boron kind. They are close to the shape anisotropies of an ellipsoid with the same axes, 25 and 536 kJ/m³. A flat film is not an ellipsoid, however: uniformly magnetized, an ellipse of constant thickness with these dimensions has an in-plane shape anisotropy of about 38 kJ/m³, which would raise the barrier to about $69\,kT$. Perpendicular anisotropy at an oxide interface, also left out here, lowers $K_h$ and with it $f_0$. The retention times above therefore belong to the chosen $K_e$ and $K_h$, and a real element needs measured values. Uniform rotation is a further assumption, and it has a size limit. In a strip of length $L$ with exchange stiffness $A$, a nonuniform tilt $\varphi\propto\cos(\pi s/L)$ at the saddle, with $s$ the position along the strip, has energy density $A\varphi'^2-K_e\varphi^2$ and lowers the energy once $L>\pi\sqrt{A/K_e}$. For $A=20$ pJ/m this length is 89 nm, little more than the element's 80 nm. For $K_e=38$ kJ/m³ it would be 72 nm. These lengths are only a guide, because the strip treats shape anisotropy as local and has constant width, whereas an ellipse narrows toward its ends, which raises the critical length. In a sufficiently long element the saddle is nonuniform and the barrier lower than that element's $K_eV$.

Errors in the barrier outweigh those in the prefactor. Lowering $K_e$ by 1 per cent raises the rate by a factor of 1.57, far more than the damping correction. At 85 °C with $K_e$ unchanged, retention falls to 32 days; if $K_e$ is also 5 per cent lower, to 5 days. Quantum effects at the saddle are negligible by comparison, as $\hbar\omega_s/kT$ is $10^{-3}$ at 300 K. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Axes: 80 x 40 x 3 nm
Volume: 7539.8 nm^3
Magnetization Ms: 1000 kA/m
Ke: 25.0 kJ/m^3, Kh: 500.0 kJ/m^3
Ellipsoid shape estimate of Ke: 24.9 kJ/m^3
Ellipsoid shape estimate of Kh: 536.4 kJ/m^3
Temperature: 300 K, kT: 25.852 meV
Barrier Ke V: 1.1765 eV
Barrier / kT: 45.509
Hard-axis energy Kh V / kT: 910.2
Resonance frequency f0, formula: 6.4213 GHz
Resonance frequency f0, integrated motion: 6.4213 GHz
Boltzmann factor: 1.7208e-20
Rate over one saddle: 1.1050e-10 1/s
Rate over both saddles: 2.2099e-10 1/s
Mean retention time: 4.5250e+09 s = 143.4 years
Flip probability in 10 years: 0.0674
Barrier/kT for 10-year mean time: 42.85
One-way flux, units kT/J, example: 0.999999
One-way flux at Kh V/kT = 0.5: 0.393469
Full rate / simple formula, quadrature: 0.994131
Full rate / simple formula, first correction: 0.994245
stiff saddle, barrier 40 kT: saddle frequency x 1.897, rate/formula 0.9788
stiff saddle, barrier 160 kT: saddle frequency x 1.897, rate/formula 0.9948
soft saddle, barrier 40 kT: saddle frequency x 0.316, rate/formula 0.9972
soft saddle, barrier 160 kT: saddle frequency x 0.316, rate/formula 0.9995
Damping alpha: 0.01
Saddle growth rate / undamped value: 0.9789
Energy loss between saddles: 8.141 kT
Chance to stay above next saddle: 0.0436
Return share, estimate: 0.0542
Return share, simulation: 0.0515
Rate factor from damping, 1 - 2P: 0.897
Retention with damping factor: 160 years
Saddle quantum / kT: 1.00e-03
Exchange stiffness: 20 pJ/m
Critical length for uniform saddle: 88.9 nm
Rate factor if Ke is 1 % lower: 1.568
Barrier/kT at 358.15 K, same Ke: 38.12
Retention at 358.15 K, same Ke: 32.4 days
Retention at 358.15 K, Ke 5 % lower: 4.9 days
```
